\section*{The boundary setting in island labelling: periodic cells and union-find}

\section{What the wrong setting does}

Grow islands on a lattice cell with periodic boundaries, then count them as if the cell had free edges. An island lying across an edge is then counted in pieces, unless its parts are also connected inside the drawn cell, which can happen only if it winds right round the cell. In the example below, with 64 sites along each edge, this raises the island density by 20\%, lowers the mean island size from 22.3 to 18.5 units (each uncertain by roughly half a unit) and adds more than two apparent monomers per cell. The deposited material is all there. The labels are wrong.

Some programs that treat periodic cells let the user declare which directions are periodic. An analysis that labels connected regions needs the same declaration. Here it is called the boundary setting: \emph{open} means that no neighbours are recognised across an edge, and \emph{periodic} means that opposite edges touch. This guide derives what each choice counts, how large the difference is, and what the periodic choice cannot repair.

\section{What is being counted}

Take a square lattice of $n_r$ rows and $n_c$ columns. Each site is empty or occupied, and $V$ sites are occupied. Two occupied sites are bonded if they are nearest neighbours; diagonal contact does not count. An island is a set of occupied sites connected by bonds. In the growth example an isolated site is called a monomer, and ``island'' is kept for two or more units.

There are two classes of bond. Interior bonds join neighbours within the drawn cell. Seam bonds join the last column to the first and the last row to the first. The open setting uses the interior bonds, the periodic setting both classes. If the model that produced the configuration used periodic neighbours, the periodic setting describes the same contacts as the model. If the data are a window cut from a larger surface, opposite edges are unrelated, and seam bonds would join islands that do not touch. If one direction is periodic and the other ends at a real boundary, only the seam of the periodic direction belongs in the bond list.

\section{Union-find and the counting rule}

Each site stores a pointer to a parent. A site that points to itself is a root, and all sites leading to one root form a tree. The procedure is:
\begin{enumerate}
\item Let every occupied site be its own root, with tree size 1.
\item For each bond between occupied sites, follow the pointers from both ends to their roots. If the roots differ, point the root of the smaller tree to that of the larger and add the sizes. This is a successful join. If the roots agree, do nothing.
\item When all interior and seam bonds have been processed, follow every occupied site to its root. That root is its label.
\item Count the distinct labels, and the sites carrying each.
\end{enumerate}

Two sites share a root if and only if the bonds processed so far connect them. This holds at the start, when there are no bonds and every site is alone. Suppose it holds before a bond $(i,j)$ is processed. If $i$ and $j$ share a root they were already connected, and the bond changes neither the trees nor the connected sets. If not, the bond merges exactly the two connected sets containing $i$ and $j$, and the join merges exactly their two trees. The statement therefore survives each bond.

There are $V$ trees at first, and each successful join removes one. With $J$ successful joins,
\begin{equation}
N=V-J .
\end{equation}
The final connected sets do not depend on the order of the bonds, so seam bonds may come first or last. What matters is that they are processed before the counting. If the interior bonds come first, with $J_{\rm in}$ successes, and the seam bonds follow, with $J_{\rm seam}$, then
\begin{align}
N_{\rm open}&=V-J_{\rm in},\\
N_{\rm per}&=V-J_{\rm in}-J_{\rm seam}=N_{\rm open}-J_{\rm seam}.
\end{align}

It is not enough to subtract the number $P$ of occupied pairs facing each other across the seams. A pair whose ends are already connected closes a loop and removes no island, so $J_{\rm seam}\le P$. A small map shows this:
\begin{verbatim}
1 0 0 1 1
0 0 0 0 0
0 1 1 0 0
0 0 0 0 0
1 0 0 0 1
\end{verbatim}
Here $V=7$. The interior bonds are the pair at the upper right and the pair in the middle, so $J_{\rm in}=2$ and $N_{\rm open}=5$. All four corners are occupied, which gives $P=4$ seam pairs. The first three connect the corners in a chain; the fourth closes the ring. Thus $J_{\rm seam}=3$ and $N_{\rm per}=5-3=2$, with sizes 5 and 2. Subtracting $P$ would have given 1.

The rule was tested against components built directly from minimum-image distances. The sets of sites agreed on all 1534 non-empty maps of $3\times3$ and $2\times5$ cells and on 25 random $12\times17$ maps. On the random maps, processing the seams first gave the same islands, and so did translating the map. Of these 25 maps, 15 had more seam pairs than successful seam joins.

\section{Why roots must be resolved, and what it costs}

A parent pointer is not yet a label. Let $b$ point to root $a$, and $d$ to root $c$. Joining the trees by pointing $c$ to $a$ leaves $d$ pointing to $c$. The stored parents are now $a,a,a,c$ for the sites $a,b,c,d$: two distinct values for one island. Following each site to its root removes the discrepancy. Counting unresolved parents gave too many islands on 18 of the 25 random maps.

The paths stay short because the smaller tree is attached to the larger. A site moves one step further from its root only when its own tree, of size $s_1$, is attached to one of size $s_2\ge s_1$. The new size obeys
\begin{equation}
s_1+s_2\ge 2s_1 ,
\end{equation}
so each step of depth at least doubles the tree containing the site. After $d$ steps the tree has $s\ge2^d$ sites, hence
\begin{equation}
d\le\log_2 s .
\end{equation}
Merging equal trees in pairs attains this bound: 256 single sites give a deepest site 8 links from the root, and $2^8=256$.

Paths may also be shortened during a search by pointing visited sites to their grandparents. This changes neither the roots nor the tree sizes, and it only removes links from paths, so the bound remains valid. A cell has $2n_rn_c$ bonds in the list, each needing at most two searches of logarithmic length. In a cell two sites wide, a seam bond repeats an interior bond; in a cell one site wide, it joins a site to itself. Neither causes a second successful join.

\section{How often an open edge cuts an island}

A periodic configuration has no preferred origin. Moving the cell edges relative to the islands changes nothing physical, but it changes which islands the open setting cuts. The natural measure of the error is an average over all $n_cn_r$ origins.

Let an island occupy $w$ different columns and $h$ different rows, with $w<n_c$ and $h<n_r$. Along a path of bonds the column changes by at most one at a time, counted round the cell, so the occupied columns form an unbroken run. This run has $w-1$ internal gaps between neighbouring columns.

Suppose the vertical seam falls in one of these gaps. The island then has sites on both sides of it. A path between them that avoids the seam would have to go round the cell the other way, through a column that the island leaves empty. There is no such path, so the island is split. If the seam falls elsewhere, it removes no bond of the island. Of the $n_c$ seam positions, $n_c-w+1$ are therefore harmless. The same argument for rows leaves $n_r-h+1$ harmless positions. The two positions are chosen independently, so the fraction of origins that leave the island whole is
\begin{align}
p&=\frac{n_c-w+1}{n_c}\,\frac{n_r-h+1}{n_r}\nonumber\\
&=\left(1-\frac{w-1}{n_c}\right)\left(1-\frac{h-1}{n_r}\right).
\label{eq:whole}
\end{align}
The shape enters through $w$ and $h$ alone. Enumerating every origin for 16 islands taken from random maps of a $12\times15$ cell gave this count each time.

Equation~\eqref{eq:whole} also shows how the size distribution is distorted. Averaged over origins, the open setting reports
\begin{equation}
\langle N_{\rm open}(s)\rangle=\sum_{i:\,s_i=s}p_i+F(s),
\end{equation}
where $i$ runs over the true islands and $F(s)\ge0$ is the mean number of fragments of size $s$ cut from larger ones. The first term removes islands from their true size class, and large extents lose most. The second puts the pieces into smaller classes. Total mass is conserved, so the error cannot be noticed by checking the coverage.

\section{How many extra pieces appear}

The number of pieces depends on more than the extents. Let a vertical seam in internal gap $j$ divide the island into $1+e_j$ pieces, and a horizontal seam in gap $k$ into $1+f_k$. Let $m_{jk}$ be the number of pieces when both seams cut. Gap $j$ is cut alone at $n_r-h+1$ origins, and gap $k$ alone at $n_c-w+1$. The mean number of extra pieces is therefore
\begin{align}
x=\frac{1}{n_cn_r}\Big[&(n_r-h+1)\sum_j e_j+(n_c-w+1)\sum_k f_k\nonumber\\
&+\sum_{j,k}(m_{jk}-1)\Big].
\end{align}
There are $h-1$ values of $k$ and $w-1$ values of $j$, so
\begin{equation}
(h-1)\sum_je_j+(w-1)\sum_kf_k=\sum_{j,k}(e_j+f_k).
\end{equation}
Moving these terms into the double sum gives
\begin{align}
x&=\frac{A}{n_c}+\frac{B}{n_r}+\frac{C}{n_cn_r},\label{eq:extra}\\
A&=\sum_je_j,\qquad B=\sum_kf_k,\nonumber\\
C&=\sum_{j,k}(m_{jk}-1-e_j-f_k).\nonumber
\end{align}
The numbers $A$, $B$ and $C$ belong to the island and not to the cell. In an $L\times L$ cell much larger than the islands, the relative error of the count thus falls as $1/L$. Averaging over more runs at the same $L$ does not reduce it.

For a filled rectangle each single cut makes one extra piece, so $A=w-1$ and $B=h-1$. Two crossing cuts make four pieces, so each term of $C$ is $4-1-1-1=1$ and $C=(w-1)(h-1)$. Then
\begin{equation}
1+x=\left(1+\frac{w-1}{n_c}\right)\left(1+\frac{h-1}{n_r}\right).
\label{eq:rectangle}
\end{equation}
A branched island can fall into three or more pieces at one seam. Since every cut gives $e_j\ge1$ and $f_k\ge1$, the rectangle has the smallest $A$ and $B$ possible for its extents.

\section{What the periodic setting does not repair}

An island can grow until it meets its own periodic image and winds round the cell. A straight stripe of height $h$ filling all columns has size $hn_c$. This number measures the cell, and does not belong in a distribution of finite island sizes. Equation~\eqref{eq:whole} fails here too: with $w=n_c$ its first factor would be $1/n_c$, yet a vertical seam never splits the stripe, because its ends stay connected the other way round.

The conditions $w<n_c$ and $h<n_r$ exclude winding, since a winding path must visit every column or every row. They are sufficient, not necessary. A line may run along one row, step two rows up in the last column but one, and end in the last column. It occupies all columns, but its ends do not meet across the seam.

A small cell can also alter the growth itself, through too few islands or correlations between images. Labelling cannot undo that. It has to be examined by enlarging the cell.

\section{Example: submonolayer deposition in a PbTe regime}

\subsection{The model}

PbTe units land on a PbTe(001) surface, one unit per square surface cell. The rough lattice constant $0.646$~nm gives a cell side of $0.646/\sqrt2=0.4568$~nm. Isolated units hop to each neighbouring site at the rate
\begin{equation}
k=\nu e^{-E/k_BT}=10^{13}\,e^{-0.85/0.03878}\ {\rm s^{-1}}\approx3.02\times10^3\ {\rm s^{-1}}
\end{equation}
at $T=450$~K. The attempt rate $\nu$ and barrier $E=0.85$~eV are round model choices. A unit freezes when it touches another. The flux is $0.05$ monolayers (ML) per second and growth stops at $0.15$~ML. An arrival on an occupied site is discarded, so reaching $0.15$~ML takes $-\ln(0.85)/0.05\approx3.25$~s rather than $3.0$~s. Kinetic Monte Carlo supplies 14 configurations with $L=64$ and 40 with $L=32$. Both settings label the same configurations; the open results are averaged over a regular subset of origins. No island occupies all rows or all columns.

\subsection{Density and convergence}

\begin{center}
\begin{tabular}{lcc}
 & $L=32$ & $L=64$\\
periodic, per site & $0.0065(3)$ & $0.0067(1)$\\
open, per site & $0.0092$ & $0.0081$\\
extra pieces per island & $0.59$ & $0.29$
\end{tabular}
\end{center}
Digits in brackets are standard errors. The periodic densities differ by $-0.0003\pm0.0003$ per site, so no cell-size effect is resolved. The open density changes by $0.0011$. The extra pieces fall by a factor $2.07$, with a statistical uncertainty of about $0.1$, when $L$ doubles, close to the factor 2 of the leading terms in Eq.~\eqref{eq:extra}.

At $L=64$ the periodic density is $3.22\times10^{12}$~cm$^{-2}$, with a standard error of about 2\%, and the open one is $3.87\times10^{12}$~cm$^{-2}$. Their ratio is $1.20$. The extra pieces amount to 29\% rather than 20\% because some are single sites, which the island density leaves out.

\subsection{Reading the cuts}

The mean extents are $7.57$ columns and $7.28$ rows. Inserted in Eq.~\eqref{eq:whole} they give
\begin{equation}
\left(1-\frac{6.57}{64}\right)\left(1-\frac{6.28}{64}\right)=0.809 ,
\end{equation}
while averaging $p$ over the individual islands gives $0.811$. The difference is the covariance of $w/L$ and $h/L$. About 19\% of the islands are cut at a typical origin.

The rectangle formula \eqref{eq:rectangle} predicts $0.21$ extra pieces per island, against the $0.29$ found. The islands are not filled rectangles: a mean size of 22 units compares with a product of mean extents of 55 sites. Seams therefore often cross several branches and release several pieces.

The size classes, in islands per cell at $L=64$, show where the pieces go:
\begin{center}
\begin{tabular}{lcc}
size & periodic & open\\
1 (monomers) & 1.0 & 3.3\\
2--4 & 1.4 & 4.4\\
5--9 & 2.5 & 4.6\\
10--19 & 8.2 & 9.8\\
20--39 & 12.7 & 12.1\\
40 and above & 2.6 & 2.1
\end{tabular}
\end{center}
In these 14 runs the class of 2--4 units is inflated about threefold and the largest loses a fifth; the classes hold few islands, so these factors are rough. For monomers the number added, about 2.3 per cell, says more than the ratio. Growth stops at the instant a unit lands, so the periodic count of 1.0 includes that last unit whenever it lands away from the others. Some milliseconds later it would usually have been captured, and the ratio would be larger. A nucleation analysis based on small clusters would suffer far more than the 20\% error in the total density suggests.

\subsection{The model beside real growth}

A temperature of 450~K is at the cool end for molecular-beam growth of PbTe. With a layer spacing of half the lattice constant, the flux corresponds to about 60~nm/h, well below a rough typical rate of 1~$\mu$m/h. The density is thus a result of this model, not a prediction for a particular film. One assumption that affects the labelling error is that units freeze on contact. Where they can diffuse along island edges, islands become more compact. Replacing each island by a square of equal size, with sizes and number held fixed, raises the fraction left whole from $0.81$ to $0.89$, so the cut fraction drops from 19\% to 11\%. For a given size $s$, equal extents $w=h=\sqrt s$ give the largest $p$, so this is a lower bound on the cut fraction for these island sizes. Since $\sqrt s$ is usually not a whole number, compact lattice islands would lie slightly above it.

Other omissions can be sized with a lateral bond of $0.5$~eV, a model choice, and a rough sublimation energy of $2.3$~eV. To detach, a unit with one lateral bond must break it as well as overcome the hopping barrier, and at most three directions lead away from the island, since a sideways step along a straight edge keeps contact. The detachment rate is therefore at most $3k\,e^{-0.5/0.03878}\approx0.023$~s$^{-1}$. A unit that kept a single lateral bond throughout the $3.25$~s run would detach at most $0.07$ times on average. This bound depends strongly on the bond: at $0.4$~eV it is larger by $e^{0.1/0.03878}\approx13$, and irreversible attachment can no longer be assumed. Removing a unit from a kink, where it has two lateral bonds, costs the sublimation energy, so an isolated unit is held by $2.3-2\times0.5=1.3$~eV. With the same attempt rate and the mean walk of 7~ms before capture, the probability of desorbing first is about $10^{13}\,e^{-1.3/0.03878}\times0.007\approx2\times10^{-4}$. About 8\% of arrivals hit occupied sites, where a second layer could start. Molecular orientation, strain, surface steps and mobile dimers are left out and have not been sized.

\section{Choosing the setting}

Use the periodic setting in each direction in which the model itself has periodic neighbours, with the same contact rule as the model. Process all bonds, resolve all roots, and then count. Flag islands that occupy every row or every column and examine them for winding before including them in a size distribution. Then enlarge the cell to look for the finite-size effects that remain.

If only open labels are available, Eq.~\eqref{eq:extra} gives the cell they require. In the example $A+B$ is roughly $0.2875\times64\approx18$ sites, if the small $C$ term is neglected. For the same island population, keeping the extra pieces below 1\% would need $L\approx18/0.01=1800$ sites, or about $0.8~\mu$m. The periodic setting removes this error at $L=64$ for the price of 128 more bonds. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
exhaustive maps tested: 1534
random maps tested: 25
maps where unresolved parents overcount: 18
maps with more seam pairs than seam joins: 15
islands in survival test: 16
deepest site, 256 sites merged pairwise: 8 links
5x5 map: occupied 7, inner joins 2
5x5 map: open count 5, seam pairs 4, seam joins 3
5x5 map: periodic count 2, sizes [2, 5]
PbTe lattice constant (rough): 0.646 nm
surface cell side: 0.4568 nm
temperature: 450 K, kT: 0.03878 eV
hopping barrier: 0.85 eV, attempt rate: 1e+13 1/s
lateral bond: 0.5 eV, sublimation (rough): 2.3 eV
hop rate per direction: 3023 1/s
flux: 0.05 ML/s, final coverage: 0.15 ML
hop rate per direction / flux: 6.046e+04
L=32: runs 40, cell edge 14.62 nm
L=32: periodic density 0.00645 +- 0.00025 per site
L=32: open density 0.00917 per site
L=32: extra pieces per island 0.5943
L=64: runs 14, cell edge 29.23 nm
L=64: periodic density 0.00671 +- 0.00013 per site
L=64: open density 0.00808 per site
L=64: extra pieces per island 0.2875
periodic density shift, L=32 minus L=64: -0.00027 +- 0.00028 per site
open density shift, L=32 minus L=64: 0.00110 per site
ratio of extra pieces, L=32 to L=64: 2.067
L=64 periodic density: 3.218e+12 cm^-2
L=64 open density: 3.870e+12 cm^-2
L=64 mean size: periodic 22.29, open 18.46 units
L=64 monomers per cell: periodic 1.00, open 3.33
L=64 islands per cell, size 2-4: periodic 1.43, open 4.40
L=64 islands per cell, size 5-9: periodic 2.50, open 4.60
L=64 islands per cell, size 10-19: periodic 8.21, open 9.82
L=64 islands per cell, size 20-39: periodic 12.71, open 12.14
L=64 islands per cell, size 40-4096: periodic 2.64, open 2.11
L=64 mean extent: 7.57 columns, 7.28 rows; largest 19
L=64 fraction of islands left whole: 0.8107
same if islands were compact squares: 0.8933
L=64 rectangle estimate of extra pieces: 0.2124 per island
deposition time: 3.251 s
mean walk before capture: 85.1 hops, 7.04 ms
neglected desorption before capture: 1.94e-04
neglected detachments per singly bonded unit in the run: 0.074
arrivals on occupied sites, thrown again: 0.0777
\end{verbatim}
